# Pull-in voltage of a clamped line across an air gap

## A plate on a spring

Take a rigid flat plate held by springs at a distance \(g\) from a grounded wall. The springs have stiffness \(\kappa\) per unit area, and a voltage \(V\) is applied between plate and wall. When the plate has moved a distance \(w\) towards the wall, the gap is \(d=g-w\).

In atomic units \(4\pi\varepsilon_0=1\), so the capacitance per unit area is \(1/(4\pi d)\). The field stores \(CV^2/2\), while the source, in supplying the charge \(CV\) at fixed voltage, loses \(CV^2\). The electrical energy of field and source together is therefore \(-CV^2/2\), or \(-V^2/(8\pi d)\) per unit area. It falls as \(d\) shrinks, which gives an attractive pressure \(V^2/(8\pi d^2)\). Balance with the springs requires

\[
\kappa w=\frac{V^2}{8\pi(g-w)^2},\qquad V^2=8\pi\kappa\,w(g-w)^2 .
\]

The right-hand side has a maximum. Its derivative is proportional to \((g-w)(g-3w)\), which vanishes at \(w=g/3\), where \(w(g-w)^2=4g^3/27\). No equilibrium exists above

\[
V^2=\frac{32\pi}{27}\,\kappa g^3 .
\]

At a higher voltage the plate runs into the wall. This is pull-in, and it already gives \(V\propto g^{3/2}\).

## From the plate to a line

Now let the plate be a line of length \(L\), clamped at both ends, with thickness \(t\) in the direction of bending and Young modulus \(E\). Its bending stiffness per unit height is \(D=Et^3/12\), and a pressure \(p\) bends it according to \(Dw''''=p\); both are derived below. For uniform \(p\), the solution with zero deflection and slope at the ends is

\[
w=\frac{p}{24D}\,x^2(L-x)^2,\qquad w(L/2)=\frac{pL^4}{384D}.
\]

The effective spring is thus \(\kappa=384D/L^4=32Et^3/L^4\), and

\[
V^2\approx\frac{1024\pi}{27}\,\frac{Et^3g^3}{L^4},\qquad
V\propto E^{1/2}\,\frac{t^{3/2}g^{3/2}}{L^2}.
\]

One factor \(t^{3/2}\) comes from the bending stiffness, \(g^{3/2}\) from the electrostatic instability, and \(L^{-2}\) from the compliance of a long beam. The estimate treats the pressure as uniform, although it is largest at midspan. It remains to show that this affects the prefactor and not the powers.

## The controlled derivation

**Assumptions.** The line is a uniform, slender elastic beam with small slope, free of residual stress, and its stretching is neglected. Its height \(h\), measured along the wall and perpendicular to its length, is much less than \(L\), so its cross-section is free to contract sideways and \(E\) is the right modulus. The field is locally that of parallel plates, which needs \(g\ll h\) and \(g\ll L\). The voltage rises slowly, so inertia plays no part.

**Energy.** A fibre at distance \(y\) from the middle plane has strain of magnitude \(|y\,w''|\). Its elastic energy density is \(Ey^2w''^2/2\), and \(\int_{-t/2}^{t/2}y^2dy=t^3/12\). Per unit height, the total energy is

\[
U=\int_0^L\left[\frac D2\,w''^2-\frac{V^2}{8\pi(g-w)}\right]dx,\qquad D=\frac{Et^3}{12}.
\]

Both terms are proportional to \(h\), so \(h\) cancels. Vary \(w\) by \(\delta w\):

\[
\delta U=\int_0^L\left[D\,w''\,\delta w''-\frac{V^2}{8\pi(g-w)^2}\,\delta w\right]dx .
\]

Two integrations by parts move the derivatives onto \(w\). The boundary terms vanish because \(\delta w=\delta w'=0\) at the clamps. Hence

\[
D\,w''''=\frac{V^2}{8\pi(g-w)^2}.
\]

**Scaling.** Put \(w=g\,u\) and \(x=Ls\). The left side becomes \(Dg\,u''''/L^4\), the right side \(V^2/[8\pi g^2(1-u)^2]\). Multiplying by \(L^4/(Dg)\) gives

\[
u''''=\frac{\lambda}{(1-u)^2},\qquad
\lambda=\frac{V^2L^4}{8\pi Dg^3}=\frac{3V^2L^4}{2\pi Et^3g^3},
\]

with \(u=u'=0\) at \(s=0,1\). All parameters have merged into \(\lambda\). If equilibria exist up to a finite, non-zero \(\lambda_c\), then

\[
V_{\rm PI}=\sqrt{\frac{2\pi\lambda_c}{3}}\;E^{1/2}\,\frac{t^{3/2}g^{3/2}}{L^2}.
\]

In SI units \(1/(4\pi)\) becomes \(\varepsilon_0\), so that \(\lambda=6\varepsilon_0V^2L^4/(Et^3g^3)\).

## Why the critical load is finite

Let \(\varphi\) be a positive clamped mode, \(\varphi''''=\mu_1\varphi\), normalized to \(\int_0^1\varphi\,ds=1\). With \(z=s-\tfrac12\) and \(\mu_1=k^4\), a symmetric mode that vanishes at the ends is proportional to

\[
\psi=\frac{\cosh kz}{\cosh(k/2)}-\frac{\cos kz}{\cos(k/2)} .
\]

Zero slope at the ends requires \(\tan(k/2)=-\tanh(k/2)\). Then \(\cos k=(1-\tanh^2\tfrac k2)/(1+\tanh^2\tfrac k2)=1/\cosh k\). The first root is \(k=4.730\), giving \(\mu_1=500.6\).

This mode is positive. Since \(k/2\) lies between \(\pi/2\) and \(\pi\), \(\cos(k/2)<0\), so \(\psi=A\cosh kz+B\cos kz\) with \(A,B>0\). Its slope is \(k(A\sinh kz-B\sin kz)\). The ratio \(\sinh y/\sin y\) increases on \((0,\pi)\), because \(\cosh y\sin y-\sinh y\cos y\) starts at zero and has derivative \(2\sinh y\sin y>0\). The slope vanishes at \(z=\tfrac12\), so it is negative for \(0<z<\tfrac12\). Thus \(\psi\) falls to zero at the clamp and is positive before it.

Multiply the beam equation by \(\varphi\) and integrate by parts four times. The clamped conditions on \(u\) and \(\varphi\) remove every boundary term. With \(a=\int\varphi u\,ds\),

\[
\mu_1a=\lambda\int_0^1\frac{\varphi}{(1-u)^2}\,ds\ \ge\ \frac{\lambda}{(1-a)^2}.
\]

The inequality is Jensen's: \(1/(1-u)^2\) is convex for \(u<1\), so its weighted mean is at least its value at the mean. Therefore \(\lambda\le\mu_1a(1-a)^2\le4\mu_1/27=74.2\).

## Why the critical load is not zero

The deflection at \(x\) due to a unit point load at \(s\), in scaled units, is

\[
G(x,s)=\frac{x^2(1-s)^2[3s-(1+2s)x]}{6}+\frac{(x-s)_+^3}{6},
\]

where \((\cdot)_+\) is zero for negative argument. The last term has a unit delta function as its fourth derivative; the first, a cubic in \(x\), contributes nothing. Value and slope vanish at \(x=0\). At \(x=1\) the value is \([-(1-s)^3+(1-s)^3]/6=0\) and the slope is \([-3(1-s)^2+3(1-s)^2]/6=0\).

For \(x\le s\) the square bracket is at least \(3s-(1+2s)s=2s(1-s)\), so \(G\ge0\). Reflection of the beam covers \(x\ge s\). A push towards the wall therefore moves no point away from it.

Start from \(u_0=0\) and iterate

\[
u_{n+1}(x)=\lambda\int_0^1\frac{G(x,s)}{[1-u_n(s)]^2}\,ds .
\]

Since \(G\ge0\), the sequence increases. The uniform-load solution gives \(\int G\,ds=x^2(1-x)^2/24\le1/384\). If \(u_n\le\tfrac13\), then \(u_{n+1}\le\tfrac94\lambda/384\), which is again at most \(\tfrac13\) when

\[
\lambda\le\frac{4\cdot384}{27}=56.9 .
\]

The increasing, bounded sequence converges to an equilibrium. If an equilibrium \(U\) exists at some \(\lambda'\), the same iteration at any smaller \(\lambda\) stays below \(U\) and converges too. The loads with an equilibrium thus fill an interval, whose upper end \(\lambda_c\) obeys \(56.9\le\lambda_c\le74.2\). This establishes the scaling within the model.

## Estimate and solution compared

The plate estimate corresponds to \(\lambda=56.9\), the lower bound. The reason is visible in the iteration: it replaces the pressure everywhere by its largest allowed value, which overstates the pull.

Solving the differential equation numerically gives \(\lambda_c=70.1\). In voltage, which goes as \(\sqrt\lambda\), the plate estimate is 10% below this solution and the upper bound 3% above it. The midspan deflection at pull-in is \(0.397g\), against \(g/3\) for the plate.

A separate calculation, which finds stationary points of the energy with dimensional parameters, was tested against the law and gave powers 1.5000, 1.5000 and −2.0000 for \(t\), \(g\) and \(L\). In the example below, the smallest eigenvalue of the second variation was positive when the midspan deflection was \(0.05g\) below its pull-in value and negative when it was \(0.05g\) above. The trial shapes were symmetric about midspan. Against such displacements the equilibrium is stable at the first point, and it is unstable at the second.

## A line in an air-gap interconnect

Take the rough values \(E=120\) GPa, \(t=g=20\) nm, \(h=40\) nm and a free span \(L=1000\) nm. Since 1 GPa is 1 nN/nm² and \(\varepsilon_0=8.854\times10^{-3}\) nN/V²,

\[
V_{\rm PI}^2=\frac{70.1\times120\times20^3\times20^3}{6\times8.854\times10^{-3}\times1000^4}\ {\rm V}^2\approx10.1\ {\rm V}^2 .
\]

Thus \(V_{\rm PI}=3.18\) V, or 0.117 hartree/\(e\). The two bounds give 2.87 and 3.27 V. With the cross-section and gap fixed, pull-in falls to 1 V at \(L=1000\sqrt{3.183}=1784\) nm, provided the electric pull is the only force on the line; the last section shows that at this length it is not.

**Stretching.** Neglecting stretching requires a deflection small compared with \(t\), as shown next. Since the deflection at pull-in is a fixed fraction of \(g\), this means a small \(g/t\). Bending lengthens the line by \(\tfrac12\int w'^2dx\), which creates a tension per unit height \(T=(Et/2L)\int w'^2dx\). Its strength relative to bending is

\[
\frac{TL^2}{D}=6\left(\frac gt\right)^2\int_0^1u'^2\,ds .
\]

The law acquires a factor \(F(g/t)\). Whatever power this adds to \(g\) it removes from \(t\), while \(L^{-2}\) survives. The computed voltage rises by 0.057% at \(g/t=0.1\) and by 0.23% at 0.2, the expected quadratic onset. At \(g=t\) it rises by 6%, to 3.38 V, and the local powers of \(t\) and \(g\) are 1.37 and 1.63.

**Fringing.** Field lines from the edges and back of the line reach the wall outside the strip that faces the line. They pull on the wall there, and the line feels the equal and opposite force. For this cross-section beside a wide wall, the computed force is 1.41 times the parallel-plate value at the open gap and 1.28 times at the midspan gap at pull-in. Write this ratio as \(1+\beta d/h\), with a fringe coefficient \(\beta\). The two ratios give \(\beta\approx0.82\) and 0.94. With their mean, 0.88, held fixed along the line, the voltage drops to 2.80 V.

Stretching and fringing together give 3.00 V, 6% below the simple law. This closeness is partly a cancellation. Letting the force ratio follow the local gap, instead of fixing \(\beta\), lowers 2.80 and 3.00 V to 2.79 and 2.98 V. The local powers of \(t\) and \(g\), at fixed \(h\) and fixed fringe coefficient, are then 1.355 and 1.542.

## Axial stress and a second scaling law

A residual tensile stress \(\sigma\) adds \(-\sigma t\,w''\) to the left side of the beam equation. Its weight relative to bending is \(\sigma tL^2/D=12\sigma L^2/(Et^2)\), which grows with length. When it dominates, bending matters only near the clamps, and the scaled equation is

\[
-u''=\frac{\Lambda}{(1-u)^2},\qquad \Lambda=\frac{V^2L^2}{8\pi\sigma tg^3}.
\]

The projection argument works again, now with the positive mode \(\sin\pi s\) of eigenvalue \(\pi^2\), and gives \(\Lambda\le4\pi^2/27\). The iteration works with the deflection \(s(1-s)/2\le1/8\) of a uniformly loaded string, and secures equilibria up to \(\Lambda=32/27\). Hence

\[
V_{\rm PI}\propto\sigma^{1/2}\,\frac{t^{1/2}g^{3/2}}{L}
\]

in the tension-dominated limit. For \(\sigma=100\) MPa the example has \(12\sigma L^2/(Et^2)=25\), an intermediate case. The voltage is 4.04 V, 27% above the stress-free value, and the local power of \(L\) is −1.63, between −2 and −1.

Compression acts the other way. Under a compressive force \(P\) per unit height, \(Dw''''+Pw''=0\) has the clamped solution \(1-\cos(2\pi x/L)\) at \(P=4\pi^2D/L^2\). Antisymmetric buckling needs \(\tan q=q\) with \(q=\tfrac L2\sqrt{P/D}\); this has no root for \(0<q\le\pi\), so it comes later. The buckling strain is

\[
\frac{P}{Et}=\frac{\pi^2t^2}{3L^2}=1.32\times10^{-3}.
\]

Suppose the line is stress-free when cold and heated by 80 K between anchors, with a rough expansion mismatch of \(1.4\times10^{-5}\) K⁻¹. The compressive strain is \(1.12\times10^{-3}\), 85% of the buckling value. Pull-in falls to 1.25 V in the bending model and to 1.7 V with stretching and fringing included. A line of 1784 nm has a buckling strain of only \(1.32\times10^{-3}/1.784^2=4.1\times10^{-4}\), so the same heating would buckle it before any voltage is applied. The 1 V length therefore belongs to the stress-free bending model and is not a design rule.

## The model beside real lines

The dimensions and the 1 V level used above are choices for illustration. A free span of 1000 nm is a demanding one: dielectric left under a line can support it along its length, which stiffens it by an amount not calculated here.

The opposite electrode can be another flexible line. For two equal lines, \(Dw_1''''=Dw_2''''=p\). The difference \(w_1-w_2\) has zero fourth derivative and clamped ends, so it vanishes. The sum obeys \(D(w_1+w_2)''''=2p\), with \(p\) set by the gap \(g-w_1-w_2\). The critical \(V^2\) is halved, and the stress-free bending model gives \(3.18/\sqrt2=2.25\) V.

A modulus 30% lower or higher moves the original 3.18 V to 2.66 or 3.63 V. For a rough Hamaker constant of 2.5 eV, the van der Waals pressure at midspan, with retardation neglected, is 4% of the electric pressure at pull-in of the 3.18 V line, and including it lowers that voltage to 3.13 V. It does not scale with \(V^2\), so it weighs far more on softer lines. At pull-in it is about 38% of the electric pressure for the 1784 nm line, 24% for the heated line in the bending model and 19% for the heated line with stretching and fringing. Including it lowers 1 V, 1.25 V and 1.7 V to about 0.82, 1.10 and 1.57 V, and shortens the 1 V length to about 1660 nm. A retarded estimate for free-electron metals with a plasma energy of 8.8 eV gives about half the pressure and about half these shifts. The bending stress at the clamps reaches about 280 MPa, at which a soft metal might yield; the model assumes that it does not.

The field is 1.6 MV/cm in the open gap and 2.6 MV/cm at midspan at pull-in. With a rough work function of 4.5 eV and smooth surfaces, the tunnelling probability there is about \(10^{-90}\) for a barrier without image force, and about \(10^{-84}\) with it. At 300 K and 760 Torr the molecular mean free path is about 67 nm, longer than the gap. An electron crossing the gap also gains only about 3 eV, well below the ionization energies of the molecules in air, so a gas avalanche across it is not expected. Breakdown along the supporting dielectric is outside the model and could come first. The numerical output below lists the values of the basic calculation; the shifts quoted for gap-dependent fringing, the van der Waals force and the image force are not among them.

## Calculated quantities

```
Young modulus E (rough): 120 GPa
thickness t: 20 nm
gap g: 20 nm
height h: 40 nm
length L: 1000 nm
first clamped root k1: 4.73004
first eigenvalue mu1: 500.564
lower bound on lam_c: 56.889
lam_c by shooting: 70.095
upper bound on lam_c: 74.158
pull-in voltage, simple model: 3.183 V
pull-in voltage in atomic units: 0.117 hartree/e
voltage from lower bound: 2.868 V
voltage from upper bound: 3.274 V
midspan deflection / gap at pull-in: 0.3967
computed powers of t, g, L, E: 1.5000, 1.5000, -2.0000, 0.5000
longest line at 1 V, simple model: 1784 nm
stretching gain in V at g/t = 0.1: 0.0568 %
stretching gain in V at g/t = 0.2: 0.228 %
pull-in with stretching: 3.382 V
powers of t, g with stretching: 1.372, 1.628
true/plate force, h = 40 g: 1.024
true/plate force, example, open gap: 1.413
true/plate force, example, midspan gap: 1.283
mean fringe coefficient: 0.882
pull-in with fringing: 2.801 V
pull-in with stretching and fringing: 3.003 V
deflection / gap, stretching and fringing: 0.488
powers of t, g, L, stretching and fringing: 1.355, 1.542, -2.000
longest line at 1 V, both effects: 1733 nm
residual tension (rough): 100 MPa
pull-in with tension only: 4.038 V
power of L with tension only: -1.63
expansion mismatch (rough): 1.4e-05 1/K
heating: 80 K
thermal strain: 0.00112
buckling strain: 0.00132
pull-in when heated, simple model: 1.25 V
pull-in when heated, both effects: 1.7 V
pull-in of two flexible lines: 2.251 V
pull-in with modulus 30% lower: 2.663 V
pull-in with modulus 30% higher: 3.629 V
bending stress at clamp: 281 MPa
Hamaker constant (rough): 2.5 eV
van der Waals / electric pressure, midspan: 0.039
field in open gap: 1.59 MV/cm
field at midspan at pull-in: 2.64 MV/cm
work function (rough): 4.5 eV
log10 tunnelling probability: -90.4
gas temperature: 300 K
gas pressure: 760 Torr
molecular diameter (rough): 0.37 nm
gas mean free path: 67 nm
```
